# Edge Bands and Edge Magnetism of a Zigzag Graphene Ribbon: a program that tests the result

```python
"""Zigzag graphene ribbon: flat edge band and mean-field edge magnetism.

Result under test: zero-energy edge states exist for 2*pi/3 < |k| <= pi, with
amplitude ratio -g per row, g = 2 cos(k/2), and decay length
-(sqrt(3) a/2)/ln(g). At half filling Hubbard repulsion U gives opposite edge
moments and a gap; the exact finite balanced cluster is a singlet (Lieb).
Symbols: N zigzag chains, a period, k momentum times a, t hopping,
t2 second-neighbour hopping, m = n_up - n_down. Energies are in eV.
Site order in a ribbon cell: A1, B1, A2, B2, ..., AN, BN.
"""
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import expit

t, U, a_nm, N, t2_real = 2.7, 2.7, 0.246, 8, 0.1
SMEAR = 0.004  # numerical level broadening, eV


def ribbon(k, chains, second=0.0):
    k = np.atleast_1d(k)
    h = np.zeros((len(k), 2 * chains, 2 * chains))
    A = 2 * np.arange(chains)
    B = A + 1
    c = 2 * np.cos(k / 2)[:, None]
    h[:, A, B] = h[:, B, A] = -t * c
    h[:, B[:-1], A[1:]] = h[:, A[1:], B[:-1]] = -t
    if second:
        s = np.arange(2 * chains)
        h[:, s, s] = -2 * second * np.cos(k)[:, None]
        h[:, s[:-2], s[2:]] = h[:, s[2:], s[:-2]] = -second * c
    return h


def lattice(chains, length):
    """First and second neighbours found from atomic distances."""
    xy = []
    for n in range(chains):
        for sub in (0, 1):
            for cell in range(length):
                xy.append((cell + (n + sub) / 2,
                           n * np.sqrt(3) / 2 + sub / (2 * np.sqrt(3))))
    xy = np.array(xy)
    d = xy[:, None] - xy[None]
    d[..., 0] = (d[..., 0] + length / 2) % length - length / 2
    r = np.hypot(d[..., 0], d[..., 1])
    return abs(r - 1 / np.sqrt(3)) < 1e-6, abs(r - 1) < 1e-6


def scf(chains, repulsion, seed, second=0.0, nk=120, parallel=False):
    """Unrestricted collinear mean field; parallel=True keeps mirror symmetry."""
    k = (np.arange(nk) + 0.5) * np.pi / nk
    h0 = ribbon(k, chains, second)
    n = 0.5 + 0.5 * np.array([seed, -seed])
    eye = np.eye(2 * chains)
    half = nk * 2 * chains
    for _ in range(1000):
        pot = repulsion * (n[::-1] - 0.5)
        e, v = np.linalg.eigh(h0[None] + pot[:, None, :, None] * eye)
        flat = np.sort(e.ravel())
        gap = flat[half] - flat[half - 1]
        mu = (flat[half] + flat[half - 1]) / 2
        if gap < 40 * SMEAR:
            lo, hi = mu - 0.3, mu + 0.3
            for _ in range(45):
                mu = (lo + hi) / 2
                if expit((mu - flat) / SMEAR).sum() < half:
                    lo = mu
                else:
                    hi = mu
        f = expit((mu - e) / SMEAR)
        new = np.einsum('skij,skj->si', v**2, f) / nk
        if parallel:
            new = (new + new[:, ::-1]) / 2
        err = np.max(abs(new - n))
        n = 0.3 * n + 0.7 * new
        if err < 1e-7:
            break
    else:
        raise AssertionError("mean field did not converge")
    energy = ((f * e).sum() / nk - repulsion * (n[0] * n[1]).sum()
              + repulsion * chains / 2)
    return dict(k=k, e=e, n=n, m=n[0] - n[1], gap=gap, E=energy)


def edge_seed(chains, right):
    s = np.zeros(2 * chains)
    s[0], s[-1] = 0.3, 0.3 * right
    return s


def exact_ground(adj, u_over_t, nup, ndn):
    """Exact Hubbard ground state in one spin sector, energies in units of t."""
    M = len(adj)
    bonds = np.argwhere(adj).tolist()

    def one_spin(count):
        basis = [s for s in range(1 << M) if bin(s).count("1") == count]
        where = {s: i for i, s in enumerate(basis)}
        K = np.zeros((len(basis), len(basis)))
        for s in basis:
            for i, j in bonds:
                if (s >> j) & 1 and not (s >> i) & 1:
                    lo, hi = min(i, j), max(i, j)
                    mid = (s >> (lo + 1)) & ((1 << (hi - lo - 1)) - 1)
                    K[where[s ^ (1 << i) ^ (1 << j)], where[s]] -= (
                        (-1) ** bin(mid).count("1"))
        occ = np.array([[(s >> i) & 1 for i in range(M)] for s in basis], float)
        return sparse.csr_matrix(K), occ

    Ku, Ou = one_spin(nup)
    Kd, Od = one_spin(ndn)
    H = (sparse.kron(Ku, sparse.identity(len(Od)))
         + sparse.kron(sparse.identity(len(Ou)), Kd)
         + sparse.diags(u_over_t * (Ou @ Od.T).ravel())).tocsr()
    if H.shape[0] < 500:
        e, v = np.linalg.eigh(H.toarray())
    else:
        v0 = np.random.default_rng(1).normal(size=H.shape[0])
        e, v = eigsh(H, k=1, which='SA', v0=v0, ncv=60)
    sz = ((Ou[:, None, :] - Od[None, :, :]) / 2).reshape(-1, M)
    p = v[:, 0] ** 2
    return e[0], sz.T @ (p[:, None] * sz), p @ sz


# Bloch matrices against a lattice built only from atomic positions
nn, nnn = lattice(4, 10)
real_space = np.linalg.eigvalsh(-t * nn - t2_real * nnn)
bloch = np.linalg.eigvalsh(ribbon(2 * np.pi * np.arange(10) / 10, 4, t2_real))
assert np.allclose(real_space, np.sort(bloch.ravel()), atol=1e-9)

# Edge-state profile and the momentum range of the flat band
print(f"t = {t:.2f} eV, U = {U:.2f} eV, a = {a_nm:.3f} nm, N = {N}")
width = a_nm * ((N - 1) * np.sqrt(3) / 2 + 1 / (2 * np.sqrt(3)))
print(f"width between outer atom rows = {width:.3f} nm")
for frac in (0.70, 0.80, 0.90):
    g = 2 * np.cos(frac * np.pi / 2)
    wide = 120
    e, v = np.linalg.eigh(ribbon(frac * np.pi, wide)[0])
    dens = (v[0::2, wide - 1:wide + 1] ** 2).sum(axis=1)
    assert abs(e[wide]) < 1e-4 * t
    assert np.allclose(dens[1:5] / dens[:4], g**2, rtol=1e-5)
    assert abs(dens[0] - (1 - g**2)) < 1e-5
    xi = -(np.sqrt(3) * a_nm / 2) / np.log(g)
    rows = np.arange(5) * np.sqrt(3) * a_nm / 2
    slope = np.polyfit(rows, 0.5 * np.log(dens[:5]), 1)[0]
    assert abs(-1 / slope / xi - 1) < 1e-4
    print(f"k = {frac:.2f} pi: g = {g:.4f}, amplitude decay length = {xi:.4f} nm,"
          f" edge-row weight = {dens[0]:.4f}")
g_out = 2 * np.cos(0.3 * np.pi)
e_out = np.linalg.eigvalsh(ribbon(0.6 * np.pi, 120)[0])[120]
assert e_out > t * (g_out - 1) > 0.1 * t
print(f"k = 0.60 pi, N = 120: lowest positive energy = {e_out:.4f} eV")

# Finite-width splitting
g = 2 * np.cos(0.4 * np.pi)
eta = brentq(lambda x: np.sinh(N * x) - g * np.sinh((N + 1) * x),
             1e-5, -np.log(g) + 0.1, xtol=1e-14)
tau_formula = t * np.sinh(eta) / np.sinh((N + 1) * eta)
tau_exact = np.linalg.eigvalsh(ribbon(0.8 * np.pi, N)[0])[N]
tau_lead = t * (1 - g**2) * g**N
assert abs(tau_formula / tau_exact - 1) < 1e-8
assert abs(tau_lead / tau_exact - 1) < 0.02
k_c = 2 * np.arccos(N / (2 * (N + 1)))
assert abs(np.linalg.eigvalsh(ribbon(k_c, N)[0])[N] - t / (N + 1)) < 1e-9
print(f"tau at 0.80 pi: exact = {1e3*tau_exact:.3f} meV,"
      f" leading formula = {1e3*tau_lead:.3f} meV")
print(f"finite-ribbon localization threshold k = {k_c/np.pi:.4f} pi")

# Opposite-edge, parallel-edge and nonmagnetic solutions
af = scf(N, U, edge_seed(N, -1))
fm = scf(N, U, edge_seed(N, 1), parallel=True)
fm_fine = scf(N, U, edge_seed(N, 1), nk=170, parallel=True)
k = af['k']
e0, v0 = np.linalg.eigh(ribbon(k, N))
E_para = 2 * e0[:, :N].sum() / len(k)
m = af['m']
assert np.all(m[0::2] > 0) and np.all(m[1::2] < 0)
assert np.allclose(m, -m[::-1], atol=1e-5)
assert np.allclose(af['n'].sum(axis=0), 1, atol=1e-5)
bound = U * np.min(abs(m))
assert af['gap'] >= bound > 0
assert fm['m'][0] > 0.05 and fm['m'][-1] > 0.05
assert af['E'] < fm['E'] < E_para
assert abs(fm['E'] - fm_fine['E']) < 1e-3
below = (fm['e'][0] < 0).sum(axis=1)
assert below[0] == N and below[-1] == N + 1  # a spin-up band crosses zero
print("opposite-edge moments on A rows (mu_B):",
      " ".join(f"{x:.4f}" for x in m[0::2]))
print("opposite-edge moments on B rows (mu_B):",
      " ".join(f"{x:.4f}" for x in m[1::2]))
print(f"gap of opposite-edge state = {af['gap']:.4f} eV")
print(f"rigorous lower bound U min|m| = {bound:.4f} eV")
direct = af['e'][0, :, N] - af['e'][0, :, N - 1]
print(f"smallest direct gap at k = {k[np.argmin(direct)]/np.pi:.3f} pi")
h_pi = ribbon(np.pi, N)[0] - np.diag(U * m / 2)
e_pi = np.linalg.eigvalsh(h_pi)
assert abs(e_pi[N] - e_pi[N - 1] - U * m[0]) < 1e-5
print(f"edge splitting at k = pi: {e_pi[N]-e_pi[N-1]:.4f} eV")
dE = fm['E'] - af['E']
print(f"parallel-edge state: edge moment = {fm['m'][0]:.4f} mu_B,"
      f" total = {fm['m'].sum():.4f} mu_B per cell")
print(f"E(parallel) - E(opposite) = {1e3*dE:.2f} meV per cell")
print(f"same difference, finer parallel mesh = "
      f"{1e3*(fm_fine['E']-af['E']):.2f} meV per cell")
print(f"E(nonmagnetic) - E(opposite) = {1e3*(E_para-af['E']):.2f} meV per cell")

# Projection on the two edge orbitals, tested against the full bands
weight = (v0[:, 0::2, N - 1:N + 1] ** 2).sum(axis=2)
tau = e0[:, N]
delta = U / 2 * weight @ m[0::2]
delta_fm = U / 2 * weight @ fm['m'][0::2]
edge = k > 0.8 * np.pi
pred = np.sqrt(delta**2 + tau**2)
dev = np.max(abs(pred[edge] / (direct[edge] / 2) - 1))
assert dev < 0.10
mean_up = fm['e'][0, :, N - 1:N + 1].mean(axis=1)
dev_fm = np.max(abs(-delta_fm[edge] / mean_up[edge] - 1))
assert dev_fm < 0.10
gain = np.mean(2 * (pred - np.maximum(delta, tau)))
print(f"two-orbital band error for k > 0.8 pi: opposite {100*dev:.2f} %,"
      f" parallel {100*dev_fm:.2f} %")
print(f"two-orbital frozen-moment energy gain = {1e3*gain:.2f} meV per cell")

# Weak repulsion in a wider ribbon: the flat-band moment survives
weak = scf(20, 0.1 * t, edge_seed(20, -1), nk=60)
limit = np.sqrt(3) / np.pi - 1 / 3
assert abs(weak['m'][0] - limit) < 0.02
print(f"U = 0.1 t, N = 20: edge moment = {weak['m'][0]:.4f} mu_B;"
      f" flat-band limit = {limit:.4f} mu_B")
wide_af = scf(16, U, edge_seed(16, -1), nk=60)
assert 0 < wide_af['gap'] < af['gap']
print(f"N = 16: gap = {wide_af['gap']:.4f} eV")

# Exact many-electron clusters: balanced ribbon and unbalanced star
adj, _ = lattice(2, 2)
E0, corr, moments = exact_ground(adj, U / t, 4, 4)
E1, _, _ = exact_ground(adj, U / t, 5, 3)
assert E1 - E0 > 1e-5
assert np.max(abs(moments)) < 1e-5
assert corr[0, 1] > 0 and np.all(corr[0, 6:8] < 0)
print(f"8-site exact ribbon: E(Sz=1)-E(Sz=0) = {1e3*t*(E1-E0):.3f} meV")
print(f"8-site <Sz Sz>: same edge = {corr[0,1]:.5f},"
      f" opposite edges = {corr[0,6]:.5f} (hbar^2)")
star = np.zeros((4, 4), bool)
star[0, 1:] = star[1:, 0] = True
s0, s1, s2 = [exact_ground(star, U / t, 2 + q, 2 - q)[0] for q in range(3)]
assert abs(s0 - s1) < 1e-9 and s2 - s1 > 1e-3
print(f"4-site star: E(Sz=0) = {t*s0:.4f}, E(Sz=1) = {t*s1:.4f},"
      f" E(Sz=2) = {t*s2:.4f} eV")

# Neglected second-neighbour hopping and temperature
small = 1e-4 * t
shift = np.linalg.eigvalsh(ribbon(0.8 * np.pi, 20, small)[0])[19:21].mean()
assert abs(shift / (small * (2 + g**2)) - 1) < 2e-3
second = scf(N, U, edge_seed(N, -1), second=t2_real)
assert second['gap'] > 0 and second['m'][0] > 0 > second['m'][-1]
print(f"t2 = {t2_real:.2f} eV: first-order edge-band energies at k = pi and"
      f" 2pi/3: {2*t2_real:.2f}, {3*t2_real:.2f} eV")
print(f"with t2: gap = {second['gap']:.4f} eV,"
      f" edge moment = {second['m'][0]:.4f} mu_B")
kT = constants.k * 300 / constants.e
print(f"kT at 300 K = {1e3*kT:.2f} meV; gap/kT = {af['gap']/kT:.2f};"
      f" inter-edge difference/kT = {dE/kT:.3f}")
print("all good")
```

Printed output:

```
t = 2.70 eV, U = 2.70 eV, a = 0.246 nm, N = 8
width between outer atom rows = 1.562 nm
k = 0.70 pi: g = 0.9080, amplitude decay length = 2.2070 nm, edge-row weight = 0.1756
k = 0.80 pi: g = 0.6180, amplitude decay length = 0.4427 nm, edge-row weight = 0.6180
k = 0.90 pi: g = 0.3129, amplitude decay length = 0.1833 nm, edge-row weight = 0.9021
k = 0.60 pi, N = 120: lowest positive energy = 0.4796 eV
tau at 0.80 pi: exact = 35.594 meV, leading formula = 35.520 meV
finite-ribbon localization threshold k = 0.7068 pi
opposite-edge moments on A rows (mu_B): 0.2659 0.0542 0.0224 0.0129 0.0103 0.0118 0.0192 0.0406
opposite-edge moments on B rows (mu_B): -0.0406 -0.0192 -0.0118 -0.0103 -0.0129 -0.0224 -0.0542 -0.2659
gap of opposite-edge state = 0.4411 eV
rigorous lower bound U min|m| = 0.0277 eV
smallest direct gap at k = 0.762 pi
edge splitting at k = pi: 0.7179 eV
parallel-edge state: edge moment = 0.2578 mu_B, total = 0.5159 mu_B per cell
E(parallel) - E(opposite) = 6.88 meV per cell
same difference, finer parallel mesh = 6.90 meV per cell
E(nonmagnetic) - E(opposite) = 68.42 meV per cell
two-orbital band error for k > 0.8 pi: opposite 0.69 %, parallel 0.59 %
two-orbital frozen-moment energy gain = 9.83 meV per cell
U = 0.1 t, N = 20: edge moment = 0.2102 mu_B; flat-band limit = 0.2180 mu_B
N = 16: gap = 0.2768 eV
8-site exact ribbon: E(Sz=1)-E(Sz=0) = 19.599 meV
8-site <Sz Sz>: same edge = 0.03781, opposite edges = -0.07348 (hbar^2)
4-site star: E(Sz=0) = -7.6902, E(Sz=1) = -7.6902, E(Sz=2) = 0.0000 eV
t2 = 0.10 eV: first-order edge-band energies at k = pi and 2pi/3: 0.20, 0.30 eV
with t2: gap = 0.4399 eV, edge moment = 0.2659 mu_B
kT at 300 K = 25.85 meV; gap/kT = 17.06; inter-edge difference/kT = 0.266
all good
```
